# Binding a second electron to an isotropic donor with two exponentials

## Problem

A donor in a semiconductor has one conduction valley with scalar effective mass $m^*=m\,m_e$. Its core attracts electrons through a Coulomb potential reduced by the dielectric constant $\varepsilon$, with no short-range correction at the core. The neutral donor $D^0$ holds one electron; the ion $D^-$ holds two. Electrons that hop between donors can pass through $D^-$, so its energy matters for the upper impurity band.

Use the spin singlet trial function

$$\psi(r_1,r_2)=e^{-ar_1-br_2}+e^{-br_1-ar_2},\qquad a,b>0, \tag{1}$$

which does not contain the interelectronic distance $r_{12}$.

(a) Choose units that remove $m$ and $\varepsilon$, and state what energy must be reached to prove binding.

(b) Find the energy as a function of $x=b/a$ alone.

(c) Explain what happens at $x=1$ and at small $x$, then minimize.

(d) Judge what the function leaves out.

(e) For $m=0.3$ and $\varepsilon=12$, find the binding energy and the on-site repulsion that enters hopping.

## Hints

1. The lowest state with one electron removed to infinity is a neutral donor plus an electron at rest at the band edge.
2. Every one-electron integral follows from $\int e^{-\lambda r}d^3r=8\pi/\lambda^3$ and $\int e^{-\lambda r}r^{-1}d^3r=4\pi/\lambda^2$.
3. For the repulsion, first find the electrostatic potential of the charge density $e^{-qr}$.
4. At fixed $x$, the kinetic energy scales as $a^2$ and the potential energy as $a$.

## Solution

### (a) Units and threshold

In ordinary atomic units the kinetic operator is $-\nabla^2/(2m)$ and each Coulomb term carries $1/\varepsilon$. Measure length in $a^*=a_0\varepsilon/m$. The kinetic term then acquires the factor $(1/m)(m/\varepsilon)^2=m/\varepsilon^2$, and the Coulomb terms acquire $(1/\varepsilon)(m/\varepsilon)=m/\varepsilon^2$. With the energy unit $\mathrm{Ha}^*=E_h m/\varepsilon^2$,

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}}. \tag{2}$$

Energies are counted from the conduction band edge. The neutral donor is hydrogenic, with energy $-1/2$, so the two-electron continuum starts at $-1/2$. By the variational principle, a trial energy $E<-1/2$ shows that the spectrum reaches below the continuum, where a bound state must lie. The difference $-1/2-E$ is then a lower bound to the binding energy of the second electron.

### (b) The energy

**One-electron integrals.** Let $s=a+b$. Hint 2 gives the overlaps and attractions

$$S_{aa}=\frac{\pi}{a^3},\quad S_{ab}=\frac{8\pi}{s^3},\quad V_{aa}=-\frac{\pi}{a^2},\quad V_{ab}=-\frac{4\pi}{s^2}.$$

Integrating the kinetic term by parts turns it into half the integral of the product of gradients. Since $\nabla e^{-ar}=-a\hat{\mathbf r}e^{-ar}$,

$$T_{ab}=\tfrac12ab\,S_{ab}=\frac{4\pi ab}{s^3},\qquad T_{aa}=\tfrac12a^2S_{aa}=\frac{\pi}{2a}.$$

The $bb$ integrals follow by replacing $a$ with $b$.

**Repulsion.** The potential of the density $e^{-qr}$ comes from the charge inside $r$ and the shells outside it:

$$\Phi(r)=4\pi\left[\frac1r\int_0^r e^{-qr'}r'^2dr'+\int_r^\infty e^{-qr'}r'dr'\right].$$

The two integrals are

$$\frac2{q^3}-e^{-qr}\left(\frac{r^2}{q}+\frac{2r}{q^2}+\frac2{q^3}\right)\quad\text{and}\quad e^{-qr}\left(\frac rq+\frac1{q^2}\right).$$

After division of the first by $r$, the terms in $r/q$ cancel, leaving

$$\Phi(r)=\frac{8\pi}{q^3}\left[\frac1r-e^{-qr}\left(\frac1r+\frac q2\right)\right].$$

Multiply by $e^{-pr}$ and integrate with Hint 2:

$$I(p,q)=\iint\frac{e^{-pr_1-qr_2}}{r_{12}}=\frac{32\pi^2}{q^3}\left[\frac1{p^2}-\frac1{(p+q)^2}-\frac q{(p+q)^3}\right].$$

Over the common denominator $p^2(p+q)^3$ the bracket has the numerator

$$(p+q)^3-p^2(p+2q)=q(p^2+3pq+q^2),$$

so that

$$I(p,q)=\frac{32\pi^2(p^2+3pq+q^2)}{p^2q^2(p+q)^3}. \tag{3}$$

It is symmetric in $p$ and $q$, as it must be.

**Assembly.** Call the two terms of (1) $A$ and $B$, and write $\psi=A+\sigma B$. Here $\sigma=+1$; keeping the symbol marks the terms that come from the overlap of $A$ with $B$. For $\sigma=\pm1$ and any operator $O$ symmetric in the electrons,

$$\langle\psi|O|\psi\rangle=2\left(\langle A|O|A\rangle+\sigma\langle A|O|B\rangle\right).$$

The factor 2 cancels in the energy. Without it, the norm and the three energy parts are

$$\begin{aligned}
\text{norm}&: S_{aa}S_{bb}+\sigma S_{ab}^2,\\
\text{kinetic}&: T_{aa}S_{bb}+T_{bb}S_{aa}+2\sigma T_{ab}S_{ab},\\
\text{attraction}&: V_{aa}S_{bb}+V_{bb}S_{aa}+2\sigma V_{ab}S_{ab},\\
\text{repulsion}&: I(2a,2b)+\sigma I(s,s).
\end{aligned}$$

Set $b=xa$, $s=a(1+x)$, and multiply every line by $a^6x^3/\pi^2$, which also cancels in the energy. The lines become, in the same order,

$$\begin{aligned}
&1+\frac{64\sigma x^3}{(1+x)^6},\\
&a^2\left[\frac12+\frac{x^2}2+\frac{64\sigma x^4}{(1+x)^6}\right],\\
&-a\left[1+x+\frac{64\sigma x^3}{(1+x)^5}\right],\\
&a\left[\frac{x(1+3x+x^2)}{(1+x)^3}+\frac{20\sigma x^3}{(1+x)^5}\right].
\end{aligned}$$

The last line uses $I(2a,2b)=\pi^2(1+3x+x^2)/[a^5x^2(1+x)^3]$ and $I(s,s)=20\pi^2/s^5$, both from (3). Call the first line $n$ and the bracket of the second line $t$. The potential terms combine to $-aw$, with

$$w=1+x-\frac{x(1+3x+x^2)}{(1+x)^3}+\frac{44\sigma x^3}{(1+x)^5}, \tag{4}$$

where $44=64-20$. Thus $E=(a^2t-aw)/n$. At fixed $x$, the condition $\partial E/\partial a=0$ reads $2at=w$, and substitution gives

$$a=\frac w{2t},\qquad E(x)=-\frac{w^2}{4tn}. \tag{5}$$

At this scale the kinetic energy $a^2t/n$ equals $-E$, and the total potential energy equals $2E$: the virial relation holds. Exchanging $a$ and $b$ leaves (1) unchanged, so $0<x\le1$ covers all cases.

### (c) Limits and minimum

**Equal exponents.** At $x=1$, $n=2$, $t=2$ and $w=2-5/8+44/32=11/4$. Hence $E=-(11/16)^2=-0.4727$, above the threshold. Two electrons in one common exponential are not shown to bind.

**A distant second electron.** For small $x$, use $(1+x)^{-3}=1-3x+6x^2+\dots$ to find

$$\frac{x(1+3x+x^2)}{(1+x)^3}=x-2x^3+O(x^4).$$

The terms linear in $x$ cancel in (4): the outer electron's attraction to the core is offset by its repulsion from the inner electron. What remains is

$$w=1+(2+44\sigma)x^3+\dots,\quad n=1+64\sigma x^3+\dots,\quad 2t=1+x^2+O(x^4).$$

Write (5) as $E=-\tfrac12w^2/(2tn)$. To order $x^3$, the coefficient from $w^2$ is $4+88\sigma$ and that from $1/n$ is $-64\sigma$, so

$$E+\tfrac12=\frac{x^2}2-(2+12\sigma)x^3+O(x^4). \tag{6}$$

The quadratic term is the kinetic cost of confining the outer electron. The $-2x^3$ arises because that electron penetrates the inner charge cloud and sees the core less screened. For the singlet the overlap terms add $-12x^3$, so the total is $x^2/2-14x^3$. Of this, the overlap attraction gives $-64x^3$, the exchange repulsion $+20x^3$ and the increased norm $+32x^3$; the attraction outweighs the other two together.

A very remote electron is therefore unbound in this family, because $x^2$ dominates. The truncated series changes sign at $x=1/28\approx0.036$. The full function (5) lies below $-1/2$ for $0.0501<x<0.4665$, so the higher terms move the lower edge noticeably.

**The minimum.** Numerical minimization of (5) gives $x=0.27253$, where $n=1.30508$, $t=0.62028$ and $w=1.28923$. Then

$$a=\frac{1.28923}{2(0.62028)}=1.0392,\qquad b=0.27253\,a=0.2832,$$

$$E=-\frac{(1.28923)^2}{4(0.62028)(1.30508)}=-0.5133\ \mathrm{Ha}^*.$$

The second electron is bound by at least $0.0133\ \mathrm{Ha}^*$. The kinetic energy, attraction and repulsion are $0.51330$, $-1.32245$ and $0.29585\ \mathrm{Ha}^*$, so binding is a small remainder of much larger terms. As a test, the energy was also integrated numerically over $r_1$, $r_2$ and $r_{12}$ and minimized directly in $a$ and $b$; the minimum agrees to the six decimals shown in the numerical output.

The two decay lengths are $1/a=0.96\,a^*$ and $1/b=3.53\,a^*$. One electron stays close to the size of the neutral donor while the other spreads far out, and the symmetrized function does not say which is which.

### (d) What is left out

Function (1) depends on $r_1$ and $r_2$ but not on the angle between the electrons. They can avoid each other by being at different radii, but not by staying on opposite sides of the core. Two larger variational calculations separate these effects:

- Symmetrized pairs built from eight exponentials, still without angular dependence, give $-0.51446\ \mathrm{Ha}^*$. Going from seven to eight exponents changes this by $0.00001\ \mathrm{Ha}^*$; the added exponent is only a tighter one at the same spacing, so this change is not a bound on the remaining error.
- A 34-term Hylleraas expansion, which contains $r_{12}$, gives $-0.52771\ \mathrm{Ha}^*$. The 22-term result is higher by $0.00004\ \mathrm{Ha}^*$.

The energy missing from (1) is thus about $0.0012\ \mathrm{Ha}^*$ of radial and $0.0132\ \mathrm{Ha}^*$ of angular origin. These are differences between finite-basis results, hence estimates. More exponentials without angular dependence would gain little.

Relative to the Hylleraas binding of $0.0277\ \mathrm{Ha}^*$, the two-exponential function recovers 48 %. Its total energy is in error by less than 3 % relative to the Hylleraas energy, yet its binding energy is too small by about half. The function proves that $D^-$ exists in this model; it does not give an accurate binding energy.

The exponent $b$ should not be read as the true decay constant either. A distant electron sees a neutral donor, so with binding energy $B$ its radial function $\chi=r\phi$ obeys $-\chi''/2\approx-B\chi$ and decays as $e^{-\kappa r}$, $\kappa=\sqrt{2B}$. The Hylleraas binding gives $\kappa\approx\sqrt{0.0554}=0.235$, smaller than $b=0.283$. The true function therefore decays more slowly than (1) at very large $r$. This concerns only the remote tail: since $\phi=\chi/r$, its logarithmic slope has the size $\kappa+1/r$, which drops below $b$ only beyond about $21\,a^*$. The comparison of $\kappa$ with $b$ thus does not show that the ion as a whole is larger than (1) suggests.

### (e) A model donor and its on-site repulsion

The values $m=0.3$ and $\varepsilon=12$ are round model parameters. They give $m/\varepsilon^2=0.3/144$, so $\mathrm{Ha}^*=56.69$ meV, and $a^*=40\,a_0=2.117$ nm. The neutral donor binds its electron by $56.69/2=28.35$ meV. For the second electron, (1) gives

$$0.013303\times56.69\ \text{meV}=0.754\ \text{meV},$$

and the Hylleraas expansion gives $1.57$ meV. The first value corresponds to $8.75$ K through $k_BT$. This is an energy scale, not a temperature at which all $D^-$ ions dissociate; their occupation also depends on the doping and the chemical potential.

Moving an electron from one neutral donor to another produces $D^+$ and $D^-$. For infinitely distant donors the energy required is

$$U=E(D^-)+E(D^+)-2E(D^0)=E(D^-)+0+1.$$

Since $E(D^0)=-1/2$ is exact in this model and the trial value of $E(D^-)$ is an upper bound,

$$U\le1-0.5133=0.4867\ \mathrm{Ha}^*=27.59\ \text{meV}.$$

The Hylleraas energy tightens this to $1-0.5277=0.4723\ \mathrm{Ha}^*$. The on-site repulsion is nearly the full donor binding energy, because the second electron is held so weakly.

At a finite distance $R$ the two ions attract each other, and the transfer costs about $U-1/R$. This correction falls off slowly: at $R=10/b=75$ nm it is $0.028\ \mathrm{Ha}^*=1.6$ meV, small against $U$ but as large as the Hylleraas binding of the second electron. The isolated-donor picture fails altogether when the donor spacing is not large compared with the outer decay length, which is $1/b=7.47$ nm for (1) and $1/\kappa\approx9.0$ nm for the remote tail of the true function. The $D^-$ states of neighbouring donors then overlap and broaden into a band, while the more compact $D^0$ states may still be well separated. Donors in Si, Ge and SiC also have anisotropic masses, several valleys and short-range core potentials. With several valleys, a symmetric orbital function no longer requires a spin singlet, since the valley part can supply the antisymmetry. The numbers above therefore describe the isotropic model, not a particular dopant.

## Variation 1: different exponents without symmetrization

*Does the plain product $e^{-ar_1-br_2}$ bind the second electron?*

Set $\sigma=0$, so that $n=1$ and $2t=1+x^2$. Then

$$E+\frac12=\frac{1+x^2-w^2}{2(1+x^2)}.$$

From (4),

$$(1+x)^3w=(1+x)^4-x(1+3x+x^2)=1+3x+3x^2+3x^3+x^4.$$

The square of this polynomial has the coefficients $1,6,15,24,29,24,15,6,1$ in rising powers of $x$. The polynomial $(1+x^2)(1+x)^6$ has $1,6,16,26,30,26,16,6,1$. Subtraction gives

$$E+\frac12=\frac{x^2+2x^3+x^4+2x^5+x^6}{2(1+x^2)(1+x)^6}>0. \tag{7}$$

No choice of exponents binds. Exchanging $a$ and $b$ leaves this energy unchanged, so $0<x\le1$ again suffices; there the energy approaches $-1/2$ only as $x\to0$, when the second electron leaves. At the singlet's optimal $x$, with the scale optimized again, the product gives $-0.4864\ \mathrm{Ha}^*$. Different radii for the two electrons are thus not enough within this family; the overlap terms produced by symmetrization are needed.

## Variation 2: the triplet combination

*What changes if the two terms of (1) are subtracted?*

The orbital function is now antisymmetric and belongs to a spin triplet. With $\sigma=-1$, equation (6) becomes

$$E+\frac12=\frac{x^2}2+10x^3+O(x^4).$$

The overlap terms have changed sign and now outweigh the gain from penetration, so both leading terms oppose binding. Beyond small $x$, a numerical scan of (5) over $0.001\le x\le0.95$ finds no energy below $-1/2$. At $x=0.27253$ the value is $-0.4522\ \mathrm{Ha}^*$. The point $x=1$ is excluded because the function vanishes there.

This result is weaker than the singlet one. A trial energy below the threshold proves that a bound state exists, but a trial energy above it shows merely that this function fails to find one.

## Calculated quantities

```
optimal ratio x = b/a: 0.27253
reduced norm n at optimum: 1.30508
reduced kinetic t at optimum: 0.62028
reduced potential w at optimum: 1.28923
optimal a: 1.03923 1/a*
optimal b: 0.28322 1/a*
inner decay length 1/a: 0.962 a*
outer decay length 1/b: 3.531 a*
kinetic energy: 0.51330 Ha*
attraction energy: -1.32245 Ha*
repulsion energy: 0.29585 Ha*
minimum energy, formula: -0.513303 Ha*
minimum energy, quadrature: -0.513303 Ha*
binding of second electron: 0.013303 Ha*
energy with equal exponents: -0.472656 Ha*
product energy at optimal x: -0.486443 Ha*
triplet energy at optimal x: -0.452202 Ha*
small-x series of E+1/2: (1/2) x^2 + (-14) x^3 Ha*
binding window in x: 0.0501 to 0.4665
s-wave energy, 7 exponents: -0.514449 Ha*
s-wave energy, 8 exponents: -0.514459 Ha*
s-wave binding, 8 exponents: 0.01446 Ha*
Hylleraas energy, 22 terms: -0.527670 Ha*
Hylleraas energy, 34 terms: -0.527707 Ha*
Hylleraas binding, 34 terms: 0.02771 Ha*
two-exponential / Hylleraas binding: 0.480
missing radial part: 0.00116 Ha*
missing angular part: 0.01325 Ha*
on-site repulsion U, upper bound: 0.48670 Ha*
model mass: 0.3 m_e; dielectric constant: 12.0
energy unit Ha*: 56.690 meV
length unit a*: 2.117 nm
neutral donor binding: 28.35 meV
D- binding, two exponentials: 0.754 meV
D- binding as temperature: 8.75 K
D- binding, Hylleraas: 1.57 meV
outer decay length 1/b: 7.47 nm
on-site repulsion U: 27.59 meV
```
